# Under-barrier spin relaxation by the population noise of an anharmonic phonon

## A barrier where there is no spin level

A pair of spin states split by 0.5 cm⁻¹ lies below an electronic barrier of 400 cm⁻¹. At 10 K, activation over that barrier, with a prefactor of $10^{11}$ s⁻¹, would relax the pair at $1\times10^{-14}$ s⁻¹. Coupling to one damped vibration relaxes it at 480 s⁻¹. Between 5 and 10 K this rate grows from 0.0845 to 480 s⁻¹, and an Arrhenius plot gives

$$E_{\rm app}=\frac{\ln(480/0.0845)}{1/3.475-1/6.950}\ {\rm cm^{-1}}\simeq 60\ {\rm cm^{-1}},$$

where the denominators are the values of $kT$ in cm⁻¹. The spin has no level at 60 cm⁻¹. The vibration does: 60 cm⁻¹ is its quantum.

Two things need explaining: how a mode at 60 cm⁻¹ can drive a transition of 0.5 cm⁻¹, and why the rate carries the full mode energy as its barrier. A tempting answer is that damping broadens the phonon line into a Lorentzian whose tail reaches the spin splitting. That answer fails at low temperature. The Lorentzian that does the work is centred at zero frequency, and anharmonicity creates it from fluctuations in the number of quanta in the mode.

## Model and golden rule

Energies and angular frequencies are in cm⁻¹ with $\hbar=1$; a rate of 1 cm⁻¹ is $2\pi c\times1\,{\rm cm^{-1}}=1.88\times10^{11}$ s⁻¹. The Hamiltonian of spin pair and mode is

$$H=\omega_0 b^\dagger b+\lambda Q^3+\tfrac12\omega_s\sigma_z+VQ\sigma_x,\qquad Q=b+b^\dagger .$$

The example takes round model parameters: $\omega_0=60$, $\lambda=0.2$, $V=0.05$ and $\omega_s=0.5$ cm⁻¹. The mode is also damped by other phonons. Its line at $\omega_0$ has full width $\Gamma(T)$, which tends to $\Gamma_0=0.3$ cm⁻¹ at zero temperature.

The coupling $V$ acts within the ground pair. For a Kramers pair in zero field it vanishes, because a lattice displacement is even under time reversal and cannot connect the two partners. A magnetic or hyperfine field must supply the mixing, and $V$ is the value with that mixing included.

To second order in $V$, the downward and upward spin rates are

$$W_\downarrow=V^2S(\omega_s),\qquad W_\uparrow=V^2S(-\omega_s),$$

$$S(\omega)=\int_{-\infty}^{\infty}dt\,e^{i\omega t}\langle\delta Q(t)\,\delta Q(0)\rangle .$$

Positive $\omega$ means that the lattice receives energy. The populations obey $\dot p_\uparrow=-W_\downarrow p_\uparrow+W_\uparrow p_\downarrow$ and $\dot p_\downarrow=-\dot p_\uparrow$. Their difference therefore approaches equilibrium at the rate

$$\frac1{T_1}=W_\downarrow+W_\uparrow=V^2\,[S(\omega_s)+S(-\omega_s)] .$$

The mean of $Q$ has been subtracted in $\delta Q$. It gives a static transverse field of about 0.001 cm⁻¹, which tilts the spin axis slightly and causes no relaxation.

The question is thus how much noise $Q$ has at $\pm\omega_s$. An undamped harmonic mode has sharp lines at $\pm\omega_0$ and none there.

## Why the tail of the phonon line is the wrong answer

Suppose that the amplitude of a harmonic mode decays as $e^{-\Gamma|t|/2}$ at all times. With $n=1/(e^{\omega_0/kT}-1)$,

$$\langle Q(t)Q(0)\rangle=\left[(n+1)e^{-i\omega_0t}+n\,e^{i\omega_0t}\right]e^{-\Gamma|t|/2},$$

and the Fourier transform is

$$S_{\rm tail}(\omega)=\frac{(n+1)\Gamma}{(\omega-\omega_0)^2+\Gamma^2/4}+\frac{n\Gamma}{(\omega+\omega_0)^2+\Gamma^2/4}.$$

Both lines reach $\pm\omega_s$ with nearly the same denominator, $\omega_0^2$. The first has weight $n+1$ and does not freeze out. At zero temperature the predicted rate is

$$\frac1{T_1}\simeq\frac{2V^2\Gamma_0}{\omega_0^2}=\frac{2(0.05)^2(0.3)}{60^2}\ {\rm cm^{-1}}=4.17\times10^{-7}\ {\rm cm^{-1}},$$

or $7.85\times10^4$ s⁻¹. This is over a hundred times the 10 K rate quoted above, and it has no barrier.

It is also unphysical. The upward rate at $T=0$ is nearly equal to the downward one, so the upper spin state would hold the population

$$\frac{W_\uparrow}{W_\uparrow+W_\downarrow}\simeq\frac{(\omega_0-\omega_s)^2}{(\omega_0-\omega_s)^2+(\omega_0+\omega_s)^2}\simeq\frac12-\frac{\omega_s}{\omega_0}=0.492 .$$

A lattice in its ground state cannot lift half of the spins. Detailed balance demands $S(-\omega)=e^{-\omega/kT}S(\omega)$, and the extrapolated line breaks it.

The fault can be traced to the damping. Let the bath exert a force through a term $QF$, and define $P=-i(b-b^\dagger)$, so that $[Q,P]=2i$. The equations of motion are

$$\dot Q=\omega_0P,\qquad \dot P=-\omega_0Q-2F .$$

When $F$ varies slowly compared with $\omega_0$, the mode follows it: $\dot P\simeq0$ and $Q\simeq-2F/\omega_0$. Hence

$$S(\omega_s)\simeq\frac{4}{\omega_0^2}\,S_F(\omega_s).$$

The far tail is governed by the bath force at the spin frequency. The linewidth measures the bath near $\omega_0$, which is another part of its spectrum. Inserting the measured width into the tail uses the second in place of the first, without any justification.

Two repairs give an activated rate without curing the fault. Keeping just the line of weight $n$ gives a slope $\omega_0$, but discards the larger of two terms with equal standing. Replacing $\Gamma$ by the thermal energy spread of the mode, $\omega_0\sqrt{n(n+1)}$, makes the tail vary as $e^{-\omega_0/2kT}$ at low temperature. The slope is then half the mode energy, 30 cm⁻¹ at 5 K in the example. An energy spread over the levels of an oscillator is not a lifetime width: an undamped harmonic mode has the same spread and a sharp line.

From here on, the bath is taken to act near $\omega_0$ and to have no weight at $\omega_s$. The false tail is then absent, and whatever noise remains at $\omega_s$ comes from the mode's own anharmonicity.

## How anharmonicity makes slow noise

The cubic term adds a force to the equation of motion. From $i\lambda[Q^3,P]=i\lambda\,(3Q^2)(2i)=-6\lambda Q^2$,

$$\dot P=-\omega_0Q-6\lambda Q^2 .$$

In a stationary level with $m$ quanta the mean of $\dot P$ is zero, so $\omega_0\langle Q\rangle_m=-6\lambda\langle Q^2\rangle_m$. To leading order in $\lambda$ the harmonic value $\langle Q^2\rangle_m=2m+1$ may be used on the right:

$$\langle Q\rangle_m=-\frac{6\lambda}{\omega_0}(2m+1).$$

The centre of the vibration moves with its degree of excitation, as in thermal expansion. Each added quantum changes the mean position by $-\kappa$, with

$$\kappa=\frac{12\lambda}{\omega_0}=\frac{12\times0.2}{60}=0.040 .$$

Diagonalizing the anharmonic oscillator gives a shift of $-0.0401$ between the lowest two levels.

The spin cannot follow the oscillation at 60 cm⁻¹, but it does feel the displaced centre. Whenever a quantum enters the mode, the transverse field on the spin changes by $V\kappa=0.002$ cm⁻¹, and it changes back when the quantum leaves. The slow part of the coordinate is

$$\delta Q_{\rm slow}(t)=-\kappa\,\delta m(t),\qquad \delta m=m-n .$$

## The width and the spectrum of the population

Let a quantum of the mode decay into two phonons with $\omega_1+\omega_2=\omega_0$ and thermal occupations $n_1,n_2$. Decay carries the factor $m(n_1+1)(n_2+1)$ and recombination the factor $(m+1)n_1n_2$. With a common rate constant $\Gamma_0$,

$$\frac{d\langle m\rangle}{dt}=-\Gamma_0\left[\langle m\rangle(n_1+1)(n_2+1)-(\langle m\rangle+1)n_1n_2\right]$$

$$=-\Gamma_0\left[\langle m\rangle(1+n_1+n_2)-n_1n_2\right].$$

Energy conservation gives $(n_1+1)(n_2+1)/(n_1n_2)=e^{\omega_0/kT}=(n+1)/n$. Cross-multiplying, $n(n_1+1)(n_2+1)=(n+1)n_1n_2$, and cancelling $n\,n_1n_2$ leaves $n_1n_2=n(1+n_1+n_2)$. Therefore

$$\frac{d\langle m\rangle}{dt}=-\Gamma(\langle m\rangle-n),\qquad \Gamma=\Gamma_0(1+n_1+n_2).$$

The two phonons must come from narrow bands whose separation is much larger than $\omega_s$. Their force on the mode, $F\propto q_1q_2$, contains the difference frequency $\omega_1-\omega_2$ as well as the sum, and for equal energies it would be noisy at $\omega_s$, against the assumption made above. Energies of 25 and 35 cm⁻¹ avoid this only if the bands are narrow compared with their 10 cm⁻¹ separation and the mode does not couple to pairs within one band. For Gaussian bands of standard deviation 1.5 cm⁻¹ the leftover difference noise adds about 3% to the 5 K rate; at 2 cm⁻¹ it is three times that rate. Up to 30 K the width $\Gamma$ for energies of 25 and 35 cm⁻¹ differs by less than 3% from the simpler law $\Gamma=\Gamma_0\coth(\omega_0/4kT)$, which the example uses. The population decays at $\Gamma$. Without pure dephasing the amplitude decays at $\Gamma/2$, so $\Gamma$ is also the full width of the line at $\omega_0$. It grows from 0.30 cm⁻¹ at 5 K to 0.49 cm⁻¹ at 30 K.

The size of the fluctuations follows from the thermal distribution of $m$, for which $\langle m\rangle=n$ and $\langle m(m-1)\rangle=2n^2$:

$$\langle\delta m^2\rangle=2n^2+n-n^2=n(n+1).$$

A fluctuation decays by the same linear law as the mean, so $\langle\delta m(t)\delta m(0)\rangle=n(n+1)e^{-\Gamma|t|}$. Its Fourier transform gives the slow spectrum

$$S(\omega)=\kappa^2n(n+1)\frac{2\Gamma}{\omega^2+\Gamma^2}.$$

This is the Lorentzian that matters: centred at zero, with a half-width $\Gamma$ equal to the full width of the phonon line, and with a weight that freezes out. It is even in $\omega$, which is the classical form of detailed balance and requires $\omega_s\ll kT$. At 5 K, $\omega_s/kT=0.5/3.475=0.14$; the true upward and downward rates then differ by about 13%, a difference that this spectrum ignores.

## The rate, and what one visit of a quantum does

Inserting the spectrum at $\pm\omega_s$ gives

$$\boxed{\frac1{T_1}=4V^2\kappa^2\,n(n+1)\,\frac{\Gamma}{\omega_s^2+\Gamma^2}}$$

At 10 K, $n=1.782\times10^{-4}$ and $\Gamma=0.308$ cm⁻¹, so

$$\frac1{T_1}=4(0.05)^2(0.04)^2\,(1.782\times10^{-4})\,\frac{0.308}{0.25+0.095}\ {\rm cm^{-1}}=2.55\times10^{-9}\ {\rm cm^{-1}},$$

which is 480 s⁻¹.

At low temperature the same result can be obtained by counting events. The mode is mostly empty, and a quantum arrives at the rate $\Gamma n$. During its stay of length $\tau$ an extra field $V\kappa$ acts along $x$. To lowest order the flip probability is

$$p(\tau)=(V\kappa)^2\left|\int_0^\tau e^{i\omega_st}dt\right|^2=(V\kappa)^2\,\frac{2(1-\cos\omega_s\tau)}{\omega_s^2}.$$

The stays are distributed as $\Gamma e^{-\Gamma\tau}$, for which the mean of $\cos\omega_s\tau$ is $\Gamma^2/(\Gamma^2+\omega_s^2)$. Hence

$$\bar p=\frac{2(V\kappa)^2}{\omega_s^2+\Gamma^2}.$$

Each spin direction flips at the rate $\Gamma n\bar p$, and the sum of the two is the boxed formula with $n(n+1)\to n$. In the example at 10 K, $\bar p=2(0.002)^2/0.345=2.3\times10^{-5}$: roughly one visit in forty thousand flips the spin.

This picture answers both opening questions. The barrier is $\omega_0$ because a quantum must first be present. The spin transition need not match $\omega_0$ because the spin responds to the arrival and departure of the quantum, and these steps in the field contain low frequencies.

## The apparent barrier and the role of the width

The local Arrhenius slope is $E_{\rm app}=-d\ln(1/T_1)/d\beta$, with $\beta=1/kT$. Put $x=\beta\omega_0/2$. Since $n=e^{-x}/(2\sinh x)$ and $n+1=e^{x}/(2\sinh x)$,

$$n(n+1)=\frac1{4\sinh^2x},\qquad -\frac{d\ln[n(n+1)]}{d\beta}=\omega_0\coth x .$$

The width enters in two steps. First,

$$\frac{d}{d\ln\Gamma}\ln\frac{\Gamma}{\omega_s^2+\Gamma^2}=1-\frac{2\Gamma^2}{\omega_s^2+\Gamma^2}=\frac{\omega_s^2-\Gamma^2}{\omega_s^2+\Gamma^2}.$$

Second, from $d\ln\coth y/dy=-2/\sinh2y$ with $y=\beta\omega_0/4=x/2$,

$$-\frac{d\ln\Gamma}{d\beta}=\frac{\omega_0}{4}\,\frac{2}{\sinh x}=\frac{\omega_0/2}{\sinh x}.$$

Together,

$$E_{\rm app}=\omega_0\coth x+\frac{\omega_s^2-\Gamma^2}{\omega_s^2+\Gamma^2}\,\frac{\omega_0/2}{\sinh x}.$$

At low temperature the first term tends to $\omega_0$ and the second to zero. The barrier thus comes from the weight $n(n+1)$. The temperature dependence of the width corrects the slope but cannot supply the barrier, because $\Gamma$ tends to the finite value $\Gamma_0$.

At 15 K, $x=60/(2\times10.426)=2.88$. The first term is 60.4 cm⁻¹ and the second $0.378\times3.39=1.3$ cm⁻¹, which gives 61.7 cm⁻¹. At 30 K the slope is 67.6 cm⁻¹. There $\Gamma=0.487$ cm⁻¹ nearly equals $\omega_s$, the width correction almost vanishes, and the excess over 60 cm⁻¹ comes mainly from $\coth x$. In this example a straight line fitted to data between 15 and 30 K would therefore overestimate the mode energy. For $\Gamma>\omega_s$ the width term is negative and can bring the slope below $\omega_0$.

The width acts in opposite senses on the two sides of $\Gamma=\omega_s$:

- **Narrow line, $\Gamma\ll\omega_s$.** The rate is $4V^2\kappa^2n(n+1)\Gamma/\omega_s^2$. Faster damping means more frequent steps in the field and faster relaxation.
- **Broad line, $\Gamma\gg\omega_s$.** The rate is $4V^2\kappa^2n(n+1)/\Gamma$. The extra field ends while the flip amplitude is still growing with the length of the stay, so faster damping slows the relaxation, as in motional narrowing.

If the mode stays well defined up to $kT\gg\omega_0$, then $n(n+1)\simeq(kT/\omega_0)^2$ and $\Gamma\simeq4\Gamma_0kT/\omega_0$. In the broad-line case the rate becomes proportional to $T$. The slope formula agrees: it gives $2kT-kT=kT$, the local slope of a linear law.

## How well the formula holds

The formula rests on weak coupling and on a separation of slow and fast motion. Both were tested by diagonalizing the generator of the full density matrix of spin and mode. In that calculation the damping connects eigenstates of the coupled system that lie about $\omega_0$ apart, in keeping with the assumed bath. The slowest decay without oscillation has the rate $1/T_1$; the spin coherences, which oscillate at about $\omega_s$, are left aside.

At 15, 20 and 30 K this rate exceeds the formula by 0.6% of the formula's value. Most of the excess is accounted for by the position shift: the diagonalized value 0.0401 in place of 0.0400 raises $\kappa^2$ by about 0.55%. In this calculation every jump carries the thermal factor of the bare $\omega_0$. If each jump is given the thermal factor of its own energy (the lowest anharmonic gap is 59.96 cm⁻¹), the excess is about 1% at 15 and 30 K and about 2% at 5 K. The slope at 15 K agrees with the formula at 61.7 cm⁻¹. On the broad-line side, with a splitting of 0.1 cm⁻¹ at 20 K, the full rate is $1.03\times10^5$ s⁻¹, 0.4% above the formula.

Two further tests separate the causes. With $\lambda=0$ and the damping unchanged, the rate at 20 K vanishes to within rounding error, which is below $10^{-6}$ of the anharmonic value, so a broadened line without the position shift does not relax the spin in this model. With $\lambda=0$ and damping that acts on the bare mode regardless of frequency, the false zero-temperature rate of $7.85\times10^4$ s⁻¹ returns. These tests confirm the formula within the model; they do not show that a given crystal has such a bath. The numerical output follows the text.

## Where other processes enter

**Quadratic spin-phonon coupling.** A term $V_2Q^2\sigma_x$ has the mean $V_2(2m+1)$ in level $m$, so each quantum adds $2V_2$ to the transverse field. This combines with the anharmonic step before squaring:

$$(V\kappa)^2\ \longrightarrow\ (2V_2-V\kappa)^2 .$$

In the example, $V_2=+0.001$ cm⁻¹, just 2% of $V$, would cancel the mechanism at this order, and $V_2=-0.001$ cm⁻¹ would quadruple the rate. The barrier would be unchanged. An Arrhenius slope therefore cannot tell anharmonicity from quadratic coupling.

**Bath weight at the spin frequency.** If slow lattice motion pushes on the mode, the term $4S_F(\omega_s)/\omega_0^2$ returns with its proper thermal factors. It has no reason to carry the barrier $\omega_0$, and it can dominate once $n(n+1)$ is small enough. An important case is a mode that decays into two phonons of nearly equal energy, from bands much wider than $\omega_s$. The spin can then flip while one of these phonons is absorbed and the other emitted. At low temperature, if the bands are also narrow compared with $kT$, $S_F(\pm\omega_s)\approx2\Gamma_0n_1$ and the barrier is $\omega_0/2$. In wider bands the phonons of lower energy carry more weight, and the barrier is lower still. With the parameters of the example the narrow-band estimate gives roughly $8\times10^3$ s⁻¹ at 10 K, well above the 480 s⁻¹ of the boxed formula. The pair need not be a decay channel: any two phonons of nearly equal energy that couple cubically to the mode push on it at $\omega_s$. If pairs inside the 25 cm⁻¹ band (Gaussian, standard deviation 1.5 cm⁻¹) coupled as strongly as the 25 and 35 cm⁻¹ pairs, they would give about $9\times10^3$ s⁻¹ at 10 K with a barrier near 25 cm⁻¹. Before using the boxed formula, check all pairs of nearly degenerate low-energy phonons that couple to the mode, not only those it decays into.

**Activation over the electronic barrier.** With the chosen prefactor this Orbach process overtakes the mode at 48 K, where both rates are $6.9\times10^5$ s⁻¹. Below that the mode wins despite its small prefactor. For $kT\ll\omega_0$ the boxed rate is $Ae^{-\omega_0/kT}$ with

$$A=\frac{4V^2\kappa^2\Gamma_0}{\omega_s^2+\Gamma_0^2}=\frac{1.6\times10^{-5}\times0.3}{0.34}\ {\rm cm^{-1}}\simeq2.7\times10^6\ {\rm s^{-1}},$$

against $10^{11}$ s⁻¹ for the Orbach process. Raman processes through excited spin levels are left out here. If the mode couples the two states of the pair to one level at $\Delta\gg\omega_0$, with real strengths $V_a$ and $V_b$, the second-order path acts like an extra $V_2\simeq-V_aV_b/\Delta$. It must be added to the step in the transverse field before squaring.

## What to do about it

**When fitting data.** If the slope falls well below the first excited spin level, compare it with the phonon spectrum. Fit $n(n+1)\Gamma/(\omega_s^2+\Gamma^2)$ with a measured or computed population decay rate $\Gamma$ of the mode, in place of a free Arrhenius law, when the data reach temperatures where $\coth(\omega_0/2kT)$ differs visibly from one or $\Gamma$ differs visibly from $\Gamma_0$.

**When varying the field.** At fixed $V$ the rate falls as $1/(\omega_s^2+\Gamma^2)$. If the field also supplies the mixing in a Kramers pair, both $V$ and $\omega_s$ are proportional to $B$. The rate then rises as $B^2$ and levels off once $\omega_s\gg\Gamma$. The turnover measures $\Gamma$, the population decay rate of the mode that relaxes the spin. Pure dephasing broadens the line at $\omega_0$ without changing $\Gamma$, so the linewidth is an upper bound on $\Gamma$. If the dephasing comes from a slow modulation of the mode's stiffness, it also moves the mean of $Q$ and adds noise at $\omega_s$. The boxed formula omits this noise, which can matter when the mode is almost empty.

**When computing rates.** Do not extend a Lorentzian phonon line over a hundred linewidths to reach the spin splitting. Check that the upward rate vanishes at $T=0$. Compute the step in the transverse field per quantum. For a single mode this needs the cubic force constant, the first and second derivatives of the spin Hamiltonian, and the second-order path through excited spin levels, keeping all relative signs. With several modes, a quantum in one can also displace the others, so include the cubic constants that couple them and the first derivative of the spin Hamiltonian along each displaced mode.

**When designing a molecule.** Raising the electronic barrier does not by itself close this channel. It can change the rate through $V$, $\omega_s$, the mode, or $V_2$, which here includes the path through excited spin levels. Stiffening the mode acts on the apparent barrier itself: at 10 K each additional 7 cm⁻¹ in $\omega_0$ lowers the thermal factor by about $e$. Reducing the step $2V_2-V\kappa$ lowers the rate quadratically at every temperature where this mechanism dominates.

## Computed results

```
mode energy w0 = 60.0 cm^-1 = 86.3 K
cubic constant lam = 0.20 cm^-1
spin-phonon coupling V = 0.050 cm^-1
zero-temperature width Gamma0 = 0.30 cm^-1
spin splitting = 0.50 cm^-1
electronic barrier U = 400 cm^-1
Orbach prefactor = 1.0e+11 s^-1
shift of Q per quantum, formula -kappa = -0.04000
shift of Q per quantum, diagonalized = -0.04011
static transverse field V*kappa/2 = 0.00100 cm^-1
T = 5 K: kT = 3.475 cm^-1, n = 3.175e-08
  width = 0.3001 cm^-1, 1/T1 = 8.445e-02 s^-1
  apparent barrier = 60.01 cm^-1, Orbach rate = 1.03e-39 s^-1
T = 10 K: kT = 6.950 cm^-1, n = 1.782e-04
  width = 0.3081 cm^-1, 1/T1 = 4.799e+02 s^-1
  apparent barrier = 60.38 cm^-1, Orbach rate = 1.01e-14 s^-1
T = 15 K: kT = 10.426 cm^-1, n = 3.177e-03
  width = 0.3358 cm^-1, 1/T1 = 8.890e+03 s^-1
  apparent barrier = 61.66 cm^-1, Orbach rate = 2.17e-06 s^-1
T = 20 K: kT = 13.901 cm^-1, n = 1.353e-02
  width = 0.3784 cm^-1, 1/T1 = 3.977e+04 s^-1
  apparent barrier = 63.53 cm^-1, Orbach rate = 3.18e-02 s^-1
T = 30 K: kT = 20.851 cm^-1, n = 5.963e-02
  width = 0.4866 cm^-1, 1/T1 = 1.904e+05 s^-1
  apparent barrier = 67.57 cm^-1, Orbach rate = 4.66e+02 s^-1
T = 15 K: full generator 1/T1 = 8.941e+03 s^-1, ratio to formula = 1.0057
T = 20 K: full generator 1/T1 = 4.000e+04 s^-1, ratio to formula = 1.0057
T = 30 K: full generator 1/T1 = 1.915e+05 s^-1, ratio to formula = 1.0060
splitting 0.1 cm^-1, 20 K: full generator 1/T1 = 1.025e+05 s^-1
  ratio to formula = 1.0044
harmonic / anharmonic rate at 20 K = 4.0e-07
barrier at 15 K, full generator = 61.66 cm^-1
false tail rate at 0 K, formula = 7.850e+04 s^-1
false tail rate at 0 K, generator = 7.850e+04 s^-1
false upper spin population at 0 K = 0.4917
tail barrier with energy-spread width, 5 K = 30.00 cm^-1
crossover to Orbach process = 48.4 K
rate at the crossover = 6.87e+05 s^-1
```
